\section*{Can the Dirac ground state be found by minimizing the energy?}

\section*{The trial energy}

\textbf{Q.} For hydrogen I choose a trial function, compute the expectation value of the Hamiltonian and minimize it. For a heavy one-electron ion I would do the same with the Dirac Hamiltonian. The minimum should be the ground state, and any trial energy should lie above it. Is that right?

\textbf{A.} Let us test it on a trial spinor simple enough to do by hand. Take a fixed point nucleus of charge $Z<c$ and hartree atomic units, and measure the energy $\varepsilon$ from the rest energy $c^2$. The continua are then $\varepsilon\ge 0$ and $\varepsilon\le -2c^2$. For the symmetry of the 1s state ($\kappa=-1$), the large and small radial functions $P$ and $Q$ obey
\begin{align}
\varepsilon P &= VP-c\left(Q'+\frac{Q}{r}\right), \qquad V=-\frac Zr, \label{up}\\
\varepsilon Q &= c\left(P'-\frac{P}{r}\right)+(V-2c^2)Q. \label{low}
\end{align}
Give both components the same shape and leave their ratio free:
\begin{equation}
P=\cos\tfrac{\theta}{2}\,f,\quad Q=-\sin\tfrac{\theta}{2}\,f,\quad
f=N r^{s}e^{-\lambda r},\quad q\equiv-\frac QP=\tan\tfrac{\theta}{2}.
\end{equation}
With $\int_0^\infty f^2dr=1$ the spinor is normalized for every $\theta$.

Two integrals are needed. Since $f$ vanishes at both ends, $\int ff'\,dr=\tfrac12[f^2]_0^\infty=0$. From $\int_0^\infty r^{n}e^{-2\lambda r}dr=\Gamma(n+1)/(2\lambda)^{n+1}$,
\begin{equation}
\left\langle \frac1r\right\rangle=\frac{\Gamma(2s)}{(2\lambda)^{2s}}\,
\frac{(2\lambda)^{2s+1}}{\Gamma(2s+1)}=\frac{2\lambda}{2s}=\frac{\lambda}{s}.
\end{equation}
Multiply the right side of (\ref{up}) by $P$, that of (\ref{low}) by $Q$, add and integrate. The potential gives $-Z\lambda/s$. The rest-energy term gives $-2c^2\sin^2(\theta/2)=c^2(\cos\theta-1)$. The derivative terms vanish because $\int ff'dr=0$. The remaining coupling is $-2c\int PQ\,dr/r=c\sin\theta\,\lambda/s$. Thus
\begin{equation}
\varepsilon(\theta,\lambda)=c^2(\cos\theta-1)-\frac{\lambda}{s}\,(Z-c\sin\theta).
\label{trial}
\end{equation}

\textbf{Q.} Does this family contain the true 1s state?

\textbf{A.} Yes. Put $s=\gamma$, $\lambda=Z$ and $Q=-qP$ in (\ref{up}), and divide by $P$:
\begin{equation}
\varepsilon=-\frac Zr+cq\left(\frac{1+\gamma}{r}-Z\right).
\end{equation}
The $1/r$ terms must cancel, and the constants then give the energy:
\begin{equation}
cq_1(1+\gamma)=Z,\qquad \varepsilon_1=-cq_1Z=-\frac{Z^2}{1+\gamma}. \label{one}
\end{equation}
Dividing (\ref{low}) by $Q=-qP$ gives
\begin{equation}
\varepsilon=\frac{c}{q}\left(\frac{1-\gamma}{r}+Z\right)-\frac Zr-2c^2 .
\end{equation}
Here the $1/r$ terms require $q_1=c(1-\gamma)/Z$. The two values of $q_1$ agree if $1-\gamma^2=Z^2/c^2$, so
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2},\qquad \varepsilon_1=c^2(\gamma-1).
\end{equation}
The constants in the second equation give the same energy: $cZ/q_1-2c^2=c^2(1+\gamma)-2c^2$. Finally, $q_1^2=(1-\gamma)/(1+\gamma)$, so the angle satisfies $\sin\theta_1=2q_1/(1+q_1^2)=Z/c$ and $\cos\theta_1=\gamma$.

\section*{Varying the ratio}

\textbf{Q.} Then I hold $\lambda=Z$ and minimize over the ratio. Surely I arrive at $q_1$?

\textbf{A.} Write $x=\lambda/s$. Equation (\ref{trial}) becomes
\begin{equation}
\varepsilon=-c^2-Zx+c\,(c\cos\theta+x\sin\theta).
\end{equation}
The bracket is a cosine of amplitude $\sqrt{c^2+x^2}$ with its peak at $\tan\theta=x/c$. The extrema over the ratio are therefore
\begin{equation}
\varepsilon_\pm=-c^2-Zx\pm c\sqrt{c^2+x^2}. \label{pm}
\end{equation}
For the 1s exponent $x=Z/\gamma$, and the peak is at $\tan\theta=Z/(c\gamma)=\tan\theta_1$. The true ratio is the \emph{maximum}. The minimum is half a turn away, at $q=\tan(\theta_1/2+\pi/2)=-1/q_1$, and there $\varepsilon_-<-2c^2$.

Hydrogen-like gold, $Z=79$, shows the sizes. Here $c^2=18778.87$, $\gamma=0.817104$ and $x=96.683$, so $Zx=7637.95$ and $c\sqrt{c^2+x^2}=c^2/\gamma=22982.23$. In hartree,
\begin{align}
\varepsilon_+&=-18778.87-7637.95+22982.23=-3434.59,\\
\varepsilon_-&=-18778.87-7637.95-22982.23=-49399.05.
\end{align}
The first is the 1s energy, about $-93.5$ keV. The model omits nuclear size, nuclear recoil and quantum electrodynamic corrections. Nuclear size alone (a uniform sphere of rms radius 5.44 fm) raises the level by about 1.8 hartree, or 49 eV, to $-93.4$ keV, so the decimals serve only to compare trial energies within the model. The second lies below the continuum edge, $-2c^2=-37557.7$ hartree.

\textbf{Q.} Perhaps a minimizer started close to the right ratio would stay there.

\textbf{A.} At a maximum the slope vanishes, so it stays if started precisely there, but any displacement grows. I ran steepest descent in $\theta$, with steps $\Delta\theta=-0.3\,\varepsilon_\theta/c^2$ (the intermediate energies depend on this step length), from ratios 1\% above and 1\% below $q_1=0.3173$. Both runs start at $-3435.0$ hartree. After 15 steps they are at $-7648$ and $-7662$, after 20 at $-38915$ and $-38953$, and both end at $-49399.05$ with $q=-3.152=-1/q_1$. One run passes through $q=\infty$, where the large component vanishes; the other passes through $q=0$.

\textbf{Q.} Why should a \emph{maximum} over the small component be physical?

\textbf{A.} In this trial energy, the kinetic energy comes from the two terms that depend on the ratio. For $x\ll c$ the peak is at $\theta\simeq x/c$, where the coupling $cx\sin\theta$ gives $x^2$ and the rest-energy term $c^2(\cos\theta-1)$ takes back $x^2/2$. Set $q=0$ and only the potential term $-Zx$ remains: $-7638$ hartree for gold, far too low. To see what maximizing restores, expand $\varepsilon_+$ for $x\ll c$:
\begin{equation}
\varepsilon_+=-c^2-Zx+c^2\left(1+\frac{x^2}{2c^2}+\dots\right)\simeq\frac{x^2}{2}-Zx .
\end{equation}
For $s=1$ this is the nonrelativistic energy of $re^{-\lambda r}$, with minimum $-Z^2/2$ at $\lambda=Z$. In this $s=1$ case the ordinary minimum principle appears after the small component has been chosen by maximization. The expansion needs $Z\ll c$ at the minimum and does not describe gold, where $\varepsilon_+$ with $s=1$ has its minimum at $\lambda=96.7$ bohr$^{-1}$, with $x/c=0.71$.

\section*{Varying the exponent as well}

\textbf{Q.} At least the wrong minimum is finite. Is it a state in the negative continuum?

\textbf{A.} It is an expectation value below the continuum edge, not an eigenvalue, and it is finite because the shape $f$, and with it $x=\lambda/s$, was held fixed. For large $x$, (\ref{pm}) gives $\varepsilon_-\simeq-(Z+c)x$, which has no lower bound. With $s=\gamma$, the exponents $\lambda=79$, $790$ and $7900$ bohr$^{-1}$ give about $-4.94\times10^4$, $-2.29\times10^5$ and $-2.11\times10^6$ hartree. This is variational collapse. Strong nuclear attraction is not required: with $Z=0$, $\varepsilon_-=-c^2-c\sqrt{c^2+x^2}$ is also unbounded.

\textbf{Q.} What kind of point is the 1s state when both $\theta$ and $\lambda$ vary?

\textbf{A.} Differentiate (\ref{trial}) with $s=\gamma$. The first derivatives vanish at the 1s point: $\varepsilon_\lambda=-(Z-c\sin\theta_1)/\gamma=0$, and $\varepsilon_\theta=0$ was found above. The second derivatives there are
\begin{align}
\varepsilon_{\theta\theta}&=-c^2\cos\theta_1-\frac{Zc}{\gamma}\sin\theta_1
=-\frac{c^2\gamma^2+Z^2}{\gamma}=-\frac{c^2}{\gamma},\\
\varepsilon_{\theta\lambda}&=\frac{c\cos\theta_1}{\gamma}=c,\qquad
\varepsilon_{\lambda\lambda}=0 .
\end{align}
The determinant is $\varepsilon_{\theta\theta}\varepsilon_{\lambda\lambda}-\varepsilon_{\theta\lambda}^2=-c^2<0$, so the point is a saddle. At the exact ratio, changing $\lambda$ alone leaves the energy unchanged. If instead the ratio is readjusted to its maximum for each $\lambda$, the energy follows $\varepsilon_+(x)$, with
\begin{equation}
\frac{d\varepsilon_+}{dx}=-Z+\frac{cx}{\sqrt{c^2+x^2}},\qquad
\frac{d^2\varepsilon_+}{dx^2}=\frac{c^3}{(c^2+x^2)^{3/2}}>0 .
\end{equation}
The slope vanishes when $x^2(c^2-Z^2)=Z^2c^2$, that is, at $x=Z/\gamma$. With $s=\gamma$ this is a minimum at $\lambda=Z$.

\section*{A principle that does give a bound}

\textbf{Q.} So the rule is to maximize over the ratio and then minimize over the rest?

\textbf{A.} Not quite. $\varepsilon_+$ depends on $\lambda$ and $s$ through $\lambda/s$ alone. Thus $s=1$, $\lambda=Z/\gamma$ also gives $\varepsilon_1$, although that spinor is not the eigenstate. Within this same-shape family $\varepsilon_+$ never falls below $\varepsilon_1$, but reaching $\varepsilon_1$ does not identify the state, and nothing so far bounds the energy when $Q$ has another shape. For a bound that holds for every $P$, the maximum is taken over the whole function $Q$.

Fix $P$, write $DP=P'-P/r$, and take $\varepsilon>-2c^2$, so that $W=\varepsilon+2c^2-V$ is positive. Let $P$ and $Q$ vanish at both ends and all integrals converge. Integration by parts gives $-c\int PQ'dr=c\int P'Q\,dr$, so the two coupling terms combine into $2c\int Q\,DP\,dr$. Let $G$ be the integral of $P$ times the right side of (\ref{up}) plus $Q$ times that of (\ref{low}), minus $\varepsilon\int(P^2+Q^2)dr$. Completing the square in $Q$,
\begin{align}
G&=\int\left[(V-\varepsilon)P^2+2cQ\,DP-WQ^2\right]dr\nonumber\\
&=g_P(\varepsilon)-\int W\left(Q-\frac{c\,DP}{W}\right)^2dr,\\
g_P(\varepsilon)&=\int\left[\frac{c^2(DP)^2}{W}+(V-\varepsilon)P^2\right]dr .
\end{align}
As $\varepsilon$ grows, $g_P$ decreases steadily. At its root $\varepsilon_P$ we have $G\le0$ for every $Q$, so no expectation value with this $P$ exceeds $\varepsilon_P$. The choice $Q=c\,DP/W$ reaches it. Hence $\varepsilon_P$ is the maximum over all small components.

\textbf{Q.} And why can $\varepsilon_P$ not fall below the 1s energy?

\textbf{A.} Because $g_P(\varepsilon_1)$ is an integral of a square. Let $a=\gamma/r-Z$, so that the 1s large component obeys $P_1'=aP_1$, and let $W_1$ be $W$ at $\varepsilon_1$. For any $P$,
\begin{equation}
(DP)^2-(P'-aP)^2=\left(a-\frac1r\right)\left[(P^2)'-\left(a+\frac1r\right)P^2\right].
\end{equation}
Equation (\ref{low}) for the 1s state reads $c(a-1/r)P_1=W_1Q_1=-q_1W_1P_1$, so $c^2(a-1/r)/W_1=-cq_1$, a constant. Therefore
\begin{align}
g_P(\varepsilon_1)={}&\int\frac{c^2(P'-aP)^2}{W_1}dr-cq_1\int(P^2)'dr\nonumber\\
&+\int\left[cq_1\left(\frac{1+\gamma}{r}-Z\right)+V-\varepsilon_1\right]P^2dr .
\end{align}
The second integral vanishes because $P$ is zero at both ends. By (\ref{one}), the last bracket is $Z/r+\varepsilon_1+V-\varepsilon_1=0$. What remains is non-negative. Since $g_P$ decreases without limit as $\varepsilon\to\infty$, its root exists and satisfies $\varepsilon_P\ge\varepsilon_1$. Equality requires $P'=aP$, which is the 1s function. Thus
\begin{equation}
\varepsilon_1=\min_{P}\,\max_{Q}\,
\frac{\langle\psi|h|\psi\rangle}{\langle\psi|\psi\rangle},
\end{equation}
where $h$ is the Hamiltonian of (\ref{up}) and (\ref{low}) and $\psi=(P,Q)$ with $P\ne0$. This proof covers the point nucleus with $Z<c$ and $\kappa=-1$.

For the $s=1$ example in gold, the ratio-only maximum is $-3434.6$ hartree, but the full maximum is $-3364.1$, which is 70.5 hartree above the eigenvalue. With $s=\gamma$ and $\lambda$ not far from $Z$ the two maxima differ less: $-3274.9$ and $-3272.4$ at $\lambda=60$ bohr$^{-1}$, and $-3269.6$ and $-3264.7$ at $\lambda=100$ bohr$^{-1}$. They coincide at $\lambda=79$ bohr$^{-1}$.

\textbf{Q.} In practice I would diagonalize a matrix. Which root do I take?

\textbf{A.} Not the lowest. With $N$ independent functions for the small component, the trial spinors with $P=0$ form an $N$-dimensional space on which the energy is below $-2c^2$, since $V<0$. If fewer than $N$ roots lay below the edge, the eigenvectors of the other roots would span a space large enough to share a nonzero vector with it. That vector would need an energy both below the edge and not below it. So at least $N$ roots lie below $-2c^2$.

For gold I used $r^{\gamma+n}e^{-90r}$, $n=0,\dots,5$, in each component. Six of the twelve roots lie below the edge, from $-121733$ to $-38851$ hartree. The seventh is $-3434.5868$ hartree and agrees with the 1s energy to all printed digits. This accuracy comes from the exact power $\gamma$ in the basis and an exponent close to $Z$: with six functions $r^{1+n}e^{-90r}$ the seventh root is about 8 hartree too high. The first root to examine is number $N+1$; the argument guarantees neither its accuracy, nor that it lies above the edge, nor that it is the 1s root. Adding the single function $r^{\gamma}e^{-2000r}$ to the large component alone puts a spurious seventh root near $-17490$ hartree and moves the 1s root to eighth place. A small-component basis that is too poor can miss part of the maximum and put the root too low. If the only large-component function is $P=r^{s}e^{-\lambda r}$ and the small-component functions barely couple to it, one root approaches the bare potential energy $-Z\lambda/s$, which for large $\lambda$ lies below the edge. The basis must therefore be checked for both components. The numerical check checks these formulas against direct integrals of the Dirac operator.

\section*{Calculated quantities}
\begin{verbatim}
Nuclear charge Z = 79; speed of light c = 137.035999 a.u.
gamma = 0.817104; Z/c = 0.576491
c^2 = 18778.865 hartree; continuum edge -2c^2 = -37557.730 hartree
Exact 1s energy = -3434.5868 hartree = -93.4599 keV
Nonrelativistic 1s energy = -3120.5000 hartree
Exact ratio q = 0.317258; angle theta = 0.614428 rad
Energy against ratio q at exponent lam = Z, s = gamma:
  q =   0.00000  energy =    -7637.954 hartree
  q =   0.15863  energy =    -4459.635 hartree
  q =   0.31726  energy =    -3434.587 hartree
  q =   0.63452  energy =    -6431.403 hartree
  q =   1.00000  energy =   -13167.773 hartree
  q =   3.00000  energy =   -33490.483 hartree
  q =  10.00000  energy =   -42200.252 hartree
  q =  -3.15201  energy =   -49399.052 hartree
Descent from 1% above / 1% below the exact ratio (hartree):
  step  0:    -3434.968 /    -3434.969
  step  5:    -3443.281 /    -3443.313
  step 10:    -3632.322 /    -3633.044
  step 15:    -7647.638 /    -7661.998
  step 20:   -38914.786 /   -38953.090
  step 30:   -49397.371 /   -49397.380
  step 80:   -49399.052 /   -49399.052
Final ratios: -3.15201 / -3.15201
Minimum over the ratio as the exponent grows:
  lam =     79 /bohr  energy =       -49399.1 hartree
  lam =    790 /bohr  energy =      -228973.1 hartree
  lam =   7900 /bohr  energy =     -2107612.1 hartree
Curvature theta-theta = -22982.23 hartree/rad^2
Curvature theta-lam = 137.0360 hartree bohr/rad
Curvature lam-lam, size below 1e-5 hartree bohr^2: True
Determinant = -18778.9 hartree^2 bohr^2/rad^2
Maximum over ratio only / over all small components, s = gamma:
  lam =  60.0 /bohr:  -3274.8898 /  -3272.3584 hartree
  lam =  79.0 /bohr:  -3434.5868 /  -3434.5868 hartree
  lam = 100.0 /bohr:  -3269.5847 /  -3264.6564 hartree
Case s = 1, lam = Z/gamma = 96.6830 /bohr:
  ratio-only maximum = -3434.5868 hartree
  full maximum = -3364.1310 hartree
Basis: 6 functions per component, exponent 90 /bohr
  roots below the edge: 6; lowest = -121732.9 hartree
  highest root below the edge = -38850.838 hartree
  root number 7 = -3434.5868 hartree
\end{verbatim}
